# Gradient, mixing invariance and Hessian zero modes for nonorthogonal orbitals

**Q.** You want to minimise $\mathrm{Tr}(S^{-1}H)$ over orbitals that are not orthonormal. Why should that be an energy at all?

**A.** Take an orthonormal basis of $n$ functions and a fixed Hermitian matrix $h$, the one-electron Hamiltonian. The $N$ orbitals are the columns of an $n\times N$ complex matrix $C$, assumed linearly independent. Define

$$S=C^\dagger C,\qquad H=C^\dagger hC,\qquad E(C)=\mathrm{Tr}(S^{-1}H).$$

Independence makes $S$ positive definite, so $U=CS^{-1/2}$ exists. Its columns span the same space and are orthonormal, because $U^\dagger U=S^{-1/2}SS^{-1/2}=1$. With one electron per orbital and no spin factor, their energy is

$$\mathrm{Tr}(U^\dagger hU)=\mathrm{Tr}(S^{-1/2}HS^{-1/2})=\mathrm{Tr}(S^{-1}H).$$

So $S^{-1}$ does the orthonormalisation inside the energy, and $C$ needs no constraint.

**Q.** Then the gradient must include the change of $S^{-1}$. How do you handle that?

**A.** Differentiating $SS^{-1}=1$ gives $dS\,S^{-1}+S\,d(S^{-1})=0$, hence $d(S^{-1})=-S^{-1}\,dS\,S^{-1}$. By cyclicity of the trace,

$$dE=\mathrm{Tr}(S^{-1}dH)-\mathrm{Tr}(dS\,S^{-1}HS^{-1}).$$

Insert $dH=dC^\dagger hC+C^\dagger h\,dC$ and $dS=dC^\dagger C+C^\dagger dC$. The terms with $dC^\dagger$ are

$$\mathrm{Tr}\big[dC^\dagger\,(hCS^{-1}-CS^{-1}HS^{-1})\big]\equiv\mathrm{Tr}(dC^\dagger G).$$

The terms with $dC$ are

$$\mathrm{Tr}\big[(S^{-1}C^\dagger h-S^{-1}HS^{-1}C^\dagger)\,dC\big]=\mathrm{Tr}(G^\dagger dC),$$

the complex conjugate of the first group. With $P=CS^{-1}C^\dagger$ and $Q=1-P$, the second term of $G$ is $CS^{-1}C^\dagger hCS^{-1}=PhCS^{-1}$. Therefore

$$dE=2\,\mathrm{Re}\,\mathrm{Tr}(dC^\dagger G),\qquad G=Q\,h\,C\,S^{-1}.$$

$P$ is the orthogonal projector onto the occupied space: it is Hermitian, $P^2=CS^{-1}SS^{-1}C^\dagger=P$, and $PC=C$. Hence $QC=0$ and $C^\dagger G=0$. The gradient points out of the occupied space.

**Q.** Is the gradient $G$ or $2G$?

**A.** That depends on the coordinates. Write $dC=dX+i\,dY$ with real $dX,dY$. Then

$$dE=2\sum_{mj}\big(dX_{mj}\,\mathrm{Re}\,G_{mj}+dY_{mj}\,\mathrm{Im}\,G_{mj}\big),$$

so the derivatives with respect to the real and imaginary parts are $2\,\mathrm{Re}\,G$ and $2\,\mathrm{Im}\,G$. I use these real coordinates whenever I count modes or quote a curvature.

**Q.** I would like to see this on a definite matrix.

**A.** Take a model one-dimensional crystal in Hartree atomic units, with period 5 bohr and $g=2\pi/5$ bohr$^{-1}$. The basis is nine plane waves, $m=-4,\dots,4$, with wavevectors $g(0.3+m)$. The potential is $2v_1\cos gx+2v_2\sin 2gx$ with $v_1=0.2$ and $v_2=0.1$ hartree, so that

$$h_{mm'}=\tfrac12g^2(0.3+m)^2\delta_{mm'}+V_{m-m'},\quad V_{\pm1}=v_1,\quad V_{\pm2}=\mp i v_2.$$

Three orbitals are occupied. The trial set is

$$C_{mj}=\delta_{m,m_j}+0.2\,e^{ijm},\qquad (m_1,m_2,m_3)=(0,-1,1).$$

Its overlap eigenvalues are 0.546, 1.331 and 2.041, so it is far from orthonormal. The energy is 6.2110 hartree. The minimum is the sum of the three lowest levels, $-0.06104+0.44791+1.35971=1.74658$ hartree, or 47.527 eV. The norm of $G$ at the trial point is 6.015 hartree. Differences of the energy in all 54 real coordinates reproduce $2G$ with a largest absolute error of $8\times10^{-11}$ hartree.

**Q.** You said the span matters. Does that mean only unitary mixing is harmless, or any mixing?

**A.** Any invertible mixing. Replace $C$ by $C'=CM$ with $M$ an invertible $N\times N$ matrix. Then $S'=M^\dagger SM$ and $H'=M^\dagger HM$, and

$$S'^{-1}H'=M^{-1}S^{-1}(M^\dagger)^{-1}M^\dagger HM=M^{-1}(S^{-1}H)M.$$

The trace is unchanged, so $E(CM)=E(C)$. The projector is unchanged too:

$$P'=CM\,M^{-1}S^{-1}(M^\dagger)^{-1}\,M^\dagger C^\dagger=P.$$

If $M$ is singular, the new orbitals are dependent, $S'$ has no inverse, and the energy expression is undefined.

In the example I used

$$M=\begin{pmatrix}1&0.5&0.2i\\0&1.5&0.4\\0&0&2\end{pmatrix}.$$

Both sets give 6.21102373 hartree. The trace without $S^{-1}$ changes from 7.037 to 15.123 hartree, so the inverse overlap is essential.

**Q.** If the energy is the same, is the gradient the same?

**A.** No. Since $Q$ is unchanged,

$$G(CM)=QhCM\,M^{-1}S^{-1}(M^\dagger)^{-1}=G(C)\,(M^\dagger)^{-1}.$$

For a single orbital multiplied by a number $\lambda$, this says that the gradient is divided by $\lambda^*$. A longer vector must be moved further to turn it by the same angle, so the slope per unit displacement is smaller.

**Q.** The energy is constant along $C(1+tA)$ for any square $A$. So $CA$ is a zero mode of the Hessian at every $C$, and we are done.

**A.** The first sentence is right for small $t$, where $1+tA$ is invertible. The second does not follow. A vanishing second derivative along a line says that the diagonal element of the Hessian is zero. A zero mode requires that the Hessian maps the whole vector to zero.

Let $DG[D]$ be the derivative of $G(C+tD)$ at $t=0$. Since the gradient is $2G$, the Hessian sends the coordinates of $D$ to those of $2\,DG[D]$, and

$$\frac{d^2}{dt^2}E(C+tD)\Big|_{0}=2\,\mathrm{Re}\,\mathrm{Tr}(D^\dagger DG[D]).$$

Now put $M=1+tA$ in the law for the gradient. Because $(1+tA^\dagger)^{-1}=1-tA^\dagger+O(t^2)$,

$$DG[CA]=-GA^\dagger.$$

This is generally nonzero when $G\neq0$. The single orbital shows why: stretching it leaves the energy alone but reduces the slope in the other directions, and a change of slope is a mixed second derivative. In the example, for one chosen $A$, the Hessian times $CA$ has norm 13.30 hartree. The Hessian obtained from energies alone agrees with $-2GA^\dagger$ to $2\times10^{-9}$ hartree in the largest element.

**Q.** So what survives of the flatness at a general point?

**A.** The whole block of the Hessian among mixing directions vanishes. For any $A$ and $B$,

$$2\,\mathrm{Re}\,\mathrm{Tr}\big[(CB)^\dagger(-GA^\dagger)\big]=-2\,\mathrm{Re}\,\mathrm{Tr}(B^\dagger C^\dagger GA^\dagger)=0,$$

because $C^\dagger G=0$. This forces negative curvatures away from stationary points. Call the space of mixing directions $V$. It has real dimension $2N^2$, since $CA=0$ implies $A=0$. Suppose $G$ has full column rank, which requires $n-N\ge N$. Then the Hessian maps $V$ one-to-one onto the space $W$ of vectors $GA^\dagger$, which is orthogonal to $V$. On $v+w$, with $v$ in $V$ and $w$ in $W$, the quadratic form is

$$q=2\,w^TB^Tv+w^TKw,$$

where $B^T$ is this invertible map from $V$ to $W$ and $K$ is the block of the Hessian within $W$. For each $w$ choose $v$ so that $B^Tv=-\tfrac12(K+1)w$, in the chosen energy unit. Then $q=-w^Tw$. This negative form on a space of dimension $2N^2$ forces at least $2N^2$ negative curvatures. For $N=3$ the bound is 18; the trial point has 22. An unmodified Newton step is of no use at such a point, for a more direct reason. It solves $2\,DG[D]=-2G$, and $DG[CA]=-GA^\dagger$ with $A=1$ shows that $D=C$ is a solution, the only one when the Hessian is invertible. That step replaces $C$ by $2C$ and leaves the energy unchanged.

**Q.** Then where are the zero modes?

**A.** A mixing direction $CA$ is a zero mode exactly when $GA^\dagger=0$. If $G$ has rank $r$, this leaves $2N(N-r)$ real directions: none when $G$ has full column rank, some whenever $r<N$, which always happens if $n-N<N$. All of them are zero modes only at stationary points. There $G=0$, so $DG[CA]=0$ for every complex $N\times N$ matrix $A$. These are $2N^2$ independent real zero modes. If $h$ and the orbitals are kept real, $A$ is real and there are $N^2$.

At an orthonormal stationary point they split into two kinds. To first order the overlap of $C(1+tA)$ is $1+t(A+A^\dagger)$. Anti-Hermitian $A$ keeps the orbitals orthonormal and rotates them among themselves; this gives $N^2$ real modes. Hermitian $A$ changes lengths and overlaps and gives the other $N^2$. An orthonormality constraint would remove the second kind and leave the first.

**Q.** You have found some zero modes. How do you know there are no others?

**A.** We need the full Hessian at a stationary point. There $QhC=0$, so

$$hC=PhC=CS^{-1}C^\dagger hC=C\Lambda,\qquad \Lambda=S^{-1}H.$$

The occupied space is therefore invariant under $h$ and is spanned by eigenvectors of $h$. Differentiate $G=QhCS^{-1}$ in the direction $D$, with a prime for the derivative:

$$DG[D]=Q'hCS^{-1}+QhDS^{-1}+QhC(S^{-1})'.$$

The last term vanishes because $QhC=0$. For the first, differentiate $QC=0$ to get $Q'C=-QD$. Then $Q'hC=Q'C\Lambda=-QD\Lambda$, and

$$DG[D]=Q(hD-D\Lambda)S^{-1}.$$

Split $D=CA+Y$ with $Y=QD$; the remainder $PD=C(S^{-1}C^\dagger D)$ does have the form $CA$. It contributes $Q(C\Lambda A-CA\Lambda)S^{-1}=0$, as it must. For the rest, $C^\dagger hY=(hC)^\dagger Y=\Lambda^\dagger C^\dagger Y=0$, so $hY$ stays outside the occupied space and

$$DG[D]=(hY-Y\Lambda)S^{-1}.$$

Any further zero mode needs $hY=Y\Lambda$ with $Y\neq0$. Let $u_a$ be the empty eigenvectors, with levels $\varepsilon_a$, and let $y_a=u_a^\dagger Y$, a row of $N$ numbers. Projecting on $u_a$ gives $\varepsilon_ay_a=y_a\Lambda$.

The matrix $\Lambda$ is similar to the Hermitian matrix $S^{-1/2}HS^{-1/2}$, so $\Lambda T=T\,\mathrm{diag}(\varepsilon_i)$ with $T$ invertible and $\varepsilon_i$ the occupied levels. Multiply by $T$ from the right and set $z_a=y_aT$:

$$(\varepsilon_a-\varepsilon_i)\,z_{ai}=0.$$

If no empty level equals an occupied one, then $Y=0$ and the count is $2N^2$. Each coincident pair $(a,i)$ leaves one complex number free and adds two real zero modes.

**Q.** Is such an extra mode just another redundancy?

**A.** No. It changes $P$, and so the state, by moving weight between degenerate levels. Free electrons at zero crystal momentum show it. With two orbitals, occupy $m=0$ and $m=1$. The empty wave $m=-1$ has the same energy as $m=1$. The count should be $2\cdot2^2+2=10$, and the numerical Hessian has 10 zero modes. In the three-orbital crystal, whose levels 3 and 4 are separated, it has 18. With $v_2=0$ the matrix $h$ is real, and restricting the coefficients $C$ to real values gives 9.

**Q.** What are the curvatures that are not zero?

**A.** Put the result into the second derivative. The part $CA$ of $D$ drops out on the left as well, because $C^\dagger(hY-Y\Lambda)=0$. With $Y=\sum_au_ay_a$ and $\Lambda S^{-1}=S^{-1}HS^{-1}$,

$$\frac{d^2E}{dt^2}\Big|_0=2\,\mathrm{Re}\,\mathrm{Tr}\big[Y^\dagger(hY-Y\Lambda)S^{-1}\big]=\sum_ay_aK_ay_a^\dagger,$$

$$K_a=2\,(\varepsilon_aS^{-1}-S^{-1}HS^{-1}).$$

The squared length of $Y$ in real coordinates is $\sum_ay_ay_a^\dagger$. The curvatures are therefore the eigenvalues of the Hermitian matrices $K_a$, each occurring twice, once for $y_a$ and once for $iy_a$. For orthonormal eigenorbitals they reduce to $2(\varepsilon_a-\varepsilon_i)$. One orbital confirms the factor 2: for $u_i+tu_a$ the energy is

$$\frac{\varepsilon_i+t^2\varepsilon_a}{1+t^2}=\varepsilon_i+t^2(\varepsilon_a-\varepsilon_i)+O(t^4).$$

In the crystal, the smallest positive curvature is $2(2.29514-1.35971)=1.8709$ hartree. The largest joins the lowest level to the highest: $2(14.60674+0.06104)=29.336$ hartree. This value, and the ratios of curvatures quoted below, belong to the nine-wave basis, since the highest level rises as plane waves are added. Six empty and three occupied levels give $2\cdot6\cdot3=36$ positive curvatures, and $36+18=54$ accounts for every coordinate.

The formula also covers stationary points that are not minima. Occupy levels 1, 2 and 4. The empty level 3 now lies below the occupied level 4, which gives two curvatures of $-1.8709$ hartree. This point is a saddle.

**Q.** If mixing leaves the energy alone, it should leave the curvatures alone.

**A.** It preserves their signs but not their sizes. The map $D\to DM$ is invertible and $E(CM+tDM)=E(C+tD)$, so the quadratic form takes the same values on corresponding vectors. The numbers of positive, negative and zero curvatures are therefore unchanged. But $DM$ and $D$ have different lengths, and a curvature is measured per unit length squared. For one eigenorbital stretched to length $\ell$, $S=\ell^2$ and $H=\ell^2\varepsilon_i$, so

$$K_a=\frac{2(\varepsilon_a-\varepsilon_i)}{\ell^2}.$$

In the example, mixing the orthonormal minimum with $M$ changes the range of positive curvatures from 1.87–29.34 to 0.453–34.95 hartree. Their ratio rises from 15.7 to 77.2, although the state is the same.

**Q.** A singular Hessian worries me. Conjugate gradients divide by $p^T\mathcal Hp$, which can vanish.

**A.** Consider first the linear problem $\mathcal Hx=b$, with $\mathcal H$ the Hessian at a minimum, $b$ in its range, and the start $x=0$. The first residual is $b$. Each later residual is the previous one minus a multiple of $\mathcal Hp$, and each direction $p$ combines residuals, so all of them stay in the range. As $\mathcal H$ is symmetric, its range is orthogonal to its null space. On the range of a positive semidefinite matrix, $p^T\mathcal Hp>0$ unless $p=0$.

Numerically, the relative residual fell below $10^{-6}$ in 17 steps, and the null-space part of the solution was $2.5\times10^{-10}$ of its norm. A right-hand side with a part in the null space would have no solution. The orbital gradient near a minimum does not cause this at leading order: at a displacement $D$ it is $2\,DG[D]+O(D^2)$, and the linear term lies in the range.

**Q.** And the nonlinear iteration? Your gradient changes with $M$ in a different way from the orbitals.

**A.** That is a real defect of using $G$ as the direction. A step $C-\tau G$ becomes $CM-\tau G(M^\dagger)^{-1}$, which is not $(C-\tau G)M$ for $G\ne0$ unless $M$ is suitably special, for instance unitary. The cure is to use

$$R=GS=QhC.$$

Since $Q$ is unchanged by mixing, $R\to QhCM=RM$, just like the orbitals. The product $\langle G,R\rangle=\mathrm{Re}\,\mathrm{Tr}(G^\dagger R)$ is invariant because $G^\dagger R\to M^{-1}G^\dagger RM$. It equals $\mathrm{Tr}(S^{1/2}G^\dagger GS^{1/2})$, which is positive for $G\neq0$, so $-R$ points downhill.

Take the search directions $D_k=-R_k+\beta_kD_{k-1}$, starting from $D_0=-R_0$, with

$$\beta_k=\max\!\left(0,\frac{\langle G_k,R_k\rangle-\langle G_{k-1},R_k\rangle}{\langle G_{k-1},R_{k-1}\rangle}\right).$$

If $C_k$ and $D_{k-1}$ carry the same factor $M$, then $\beta_k$ is unchanged and $D_k$ carries it too. The energy along the line is also unchanged, so the same line-search rule picks the same step, and $C_{k+1}$ again carries $M$. By induction, both starts give the same energies in exact arithmetic.

I started from $C$ and from $CM\,\mathrm{diag}(1,3,9)$, and stopped within $10^{-9}$ hartree of the minimum:

| Direction | Steps from $C$ | Steps from mixed $C$ |
|---|---|---|
| $GS$ | 19 | 19 |
| $G$ | 19 | 68 |

With $GS$ the energies of the two runs agree to $2\times10^{-15}$ hartree over the start and the first seven steps. With $G$, using $\langle G,G\rangle$ in place of $\langle G,R\rangle$ and likewise in $\beta_k$, they differ by up to 1.67 hartree over the start and the first five. From the unmixed start the two directions tie at this stopping threshold, and at other thresholds they can differ by a few steps. The main gain from $GS$ is that it removes the dependence on the mixing. Mixing changes the spread of the curvatures, as shown above for $M$ alone; this is a plausible reason for the 68 steps, but the ratios quoted there do not refer to this stronger mixing, and the comparison does not isolate the cause.

**Q.** Where does all this stop being reliable?

**A.** Near linear dependence the overlap matrix of the normalised orbitals has an eigenvalue tending to zero, and $S^{-1}$ amplifies rounding errors. The smallest eigenvalue of $S$ itself is not the criterion, since it also changes when the orbitals are merely rescaled. The algebraic invariance then no longer guarantees numerical invariance, and the orbitals should be orthonormalised, which is itself an allowed mixing. Factorising $C$ directly, as in QR, gives orbitals that are orthonormal to rounding accuracy. Forming $U=CS^{-1/2}$ passes through the same ill-conditioned $S$, so its columns are orthonormal only to within that error, and $\mathrm{Tr}(U^\dagger hU)$ inherits it. Their span stays accurate, however. As long as the computed $S$ is still positive definite, $\mathrm{Tr}(S^{-1}H)$ evaluated afresh with the new, well-conditioned overlap is about as accurate as with QR.

The other limit is the fixed $h$. In a mean-field theory whose energy is a smooth function of $P$ alone, define $h(P)$ by $dE=\mathrm{Tr}(h\,dP)$. Mixing still leaves $P$, and so the energy and $h$, unchanged. The gradient keeps its form, since $\mathrm{Tr}(h\,dP)$ is the variation computed above with $h$ held fixed. The $2N^2$ mixing modes at stationary points therefore remain. But $h$ now responds to $Y$, which adds a term to the Hessian. The curvatures $2(\varepsilon_a-\varepsilon_i)$ and the level-coincidence rule for extra zero modes then no longer hold in general.

## Table of computed values

```
period: 5.0 bohr; k / reciprocal period: 0.3
v1, v2: 0.2, 0.1 hartree
plane waves: 9; orbitals: 3
real coordinates: 54
levels 1-5 (hartree): [-0.06104  0.44791  1.35971  2.29514  4.18334]
highest level: 14.60674 hartree
minimum energy: 1.746575 hartree = 47.5267 eV
TRIAL ORBITALS
eigenvalues of S: [0.546  1.331  2.0406]
E(C): 6.21102373 hartree
E(CM): 6.21102373 hartree
Tr H for C: 7.03676 hartree
Tr H for CM: 15.12257 hartree
norm of G: 6.01501 hartree
gradient, largest error: 7.8e-11 hartree
gradient at CM, largest error: 2.5e-11 hartree
norm of Hessian times CA: 13.3009 hartree
its largest error against -2GA^dagger: 2.2e-09 hartree
largest element of orbit block: 2.4e-09 hartree
negative curvatures at trial point: 22
STATIONARY POINTS
zero modes, orthonormal minimum: 18
zero modes, mixed minimum: 18
positive curvatures at minimum: 36
Hessian on orbit, largest element: 2.3e-10 hartree
orthonormal: smallest positive 1.87086 hartree
orthonormal: largest 29.33557 hartree
orthonormal: ratio 15.680
mixed: smallest positive 0.45285 hartree
mixed: largest 34.95230 hartree
mixed: ratio 77.183
curvature error, orthonormal: 9.5e-09 hartree
curvature error, mixed: 1.3e-08 hartree
levels 1,2,4 occupied: negative curvatures 2
levels 1,2,4 occupied: lowest -1.87086 hartree
real orbitals, N=3: zero modes 9
free electrons, N=2, degenerate: zero modes 10
CONJUGATE GRADIENTS
linear solve: steps 17
linear solve: null-space fraction 2.5e-10
strong mixing = M times diag(1, 3, 9)
direction GS: steps from C 19
direction GS: steps from mixed C 19
direction GS: early energy difference 1.8e-15 hartree
direction G: steps from C 19
direction G: steps from mixed C 68
direction G: early energy difference 1.6728 hartree
direction G, mixed: final error 6.8e-10 hartree
```
